# Boundary Phases and Fermion Signs in Exact Diagonalization of Hubbard Rings

Six silicon dangling bonds sit at the corners of a hexagon, close enough for electrons to hop between neighbours. One electron is missing, so three spin-up and two spin-down electrons remain. Numbering the sites 0 to 5 makes the bond between sites 5 and 0 look special, although the hexagon has no special bond. A program that diagonalizes such a lattice model may offer a boundary phase for this bond. The right value depends on whether the program supplies the fermion signs itself. If it does not, the two spins of this ring need different values.

## What the setting multiplies

Let the ring have $L\ge 3$ sites, one orbital each, a real hopping amplitude $-t$ with $t>0$, and a repulsion $U$ between two electrons on one site. With a boundary phase $\theta$, the same for both spins, the Hamiltonian is

$$
H=-t\sum_\sigma\Big[\sum_{i=0}^{L-2}c^\dagger_{i+1,\sigma}c_{i\sigma}+e^{i\theta}c^\dagger_{0\sigma}c_{L-1,\sigma}+\text{h.c.}\Big]+U\sum_i n_{i\uparrow}n_{i\downarrow}.
$$

The ordinary ring has $\theta=0$. A magnetic flux $\Phi$ through it gives $|\theta|=2\pi\Phi/(h/e)$. A ring of two sites is excluded because its two bonds join the same pair, and the formula would count that pair twice.

This $\theta$ multiplies operators. A program that works on bit strings needs matrix elements, which contain a further sign from reordering the operators.

## The sign of a hop

Write the occupied up sites as an integer $a$ and the occupied down sites as $b$, with bit $i$ standing for site $i$. The integers do not fix the sign of a state, so an operator order must be chosen:

$$
|a,b\rangle=\Big(\prod_{i\in a}c^\dagger_{i\uparrow}\Big)\Big(\prod_{i\in b}c^\dagger_{i\downarrow}\Big)|0\rangle .
$$

In each product the site number rises from left to right. Printed binary numbers run the other way, with site 0 at the right end.

Take an up electron that hops from occupied site $i$ to empty site $j$. Let $p$ be the number of up electrons below the lower of the two sites, and $m$ the number strictly between them. Operators on different orbitals anticommute, so each exchange gives a factor $-1$.

- If $j>i$, $c_i$ passes $p$ operators to reach $c_i^\dagger$. The new $c_j^\dagger$ then passes $p+m$ operators to reach its ordered place. The sign is $(-1)^{2p+m}=(-1)^m$.
- If $j<i$, $c_i$ passes $p+m$ operators and $c_j^\dagger$ passes $p$. The sign is again $(-1)^m$.

A down electron has the same sign rule among the down operators. In addition, $c_{i\downarrow}$ and $c^\dagger_{j\downarrow}$ must each pass all $N_\uparrow$ up operators. This gives $(-1)^{2N_\uparrow}=1$, so the up electrons leave no sign on a down hop.

For neighbours inside the chain there is no site between $i$ and $i+1$. Hence $m=0$ and the element is $-t$.

For the boundary bond, the sites between its ends are $1,\dots,L-2$. One end holds the hopping electron and the other is empty, so all other electrons of that spin lie between. Thus $m=N_\sigma-1$, and for $\theta=0$

$$
\langle \text{after}|H|\text{before}\rangle=-t\,(-1)^{N_\sigma-1}\qquad\text{(boundary hop)}.
$$

The count is the same in both directions, so the matrix is symmetric. $N_\sigma$ includes the hopping electron. For $N_\sigma=0$ or $L$ no hop is possible.

Two electrons at sites 1 and 5 show the sign directly:

$$
c_0^\dagger c_5\,c_1^\dagger c_5^\dagger|0\rangle
=-c_0^\dagger c_1^\dagger c_5c_5^\dagger|0\rangle
=-c_0^\dagger c_1^\dagger|0\rangle .
$$

With $t=0.05$ eV the element is $(-0.05)(-1)=+0.05$ eV. With a third electron at site 3, $c_5$ passes two operators, and the element is $-0.05$ eV.

The rule belongs to this operator order and to nearest-neighbour hops. A second-neighbour hop from $i$ to $i+2$ has $m=n_{i+1,\sigma}$, so it can carry a sign even inside the chain.

## Building the matrix

For fixed $N_\uparrow$ and $N_\downarrow$ the construction is as follows.

1. For each spin, list all $L$-bit integers with $N_\sigma$ ones, and store the position of each in the list.
2. For each integer $s$ and each bond $(i,j)$, continue only if the two bits differ. The string after the hop is $s'=s\ \mathrm{XOR}\ (2^i+2^j)$.
3. Add $-t$ to the element $(s',s)$ for a bond inside the chain, or $-t(-1)^{N_\sigma-1}$ for the boundary bond. This gives the one-spin matrix $T_\sigma$.
4. Combine the spins:

$$
H=T_\uparrow\otimes 1+1\otimes T_\downarrow+U\,\mathrm{diag}\big[\mathrm{popcount}(a\ \mathrm{AND}\ b)\big].
$$

The popcount is the number of ones, here the number of doubly occupied sites. In the example above, $100010\ \mathrm{XOR}\ 100001=000011$. The hexagon with three up and two down electrons has $\binom63\binom62=20\times15=300$ states.

This matrix was tested against one made from explicit fermion operators, whose internal order was different, for $L=3,4,5$ and every pair $(N_\uparrow,N_\downarrow)$. In all 77 sectors the largest difference between elements was zero to machine precision.

## Why the sign is physical

One might hope to absorb the sign in the phases of the basis states. Replacing $|s\rangle$ by $e^{i\phi_s}|s\rangle$ multiplies the element from $s$ to $s'$ by $e^{i(\phi_s-\phi_{s'})}$. Along a closed path of states these factors cancel, so the product of elements around the path cannot be changed.

Start with $N$ electrons of one spin on sites $0,\dots,N-1$, where $1\le N\le L-1$. Move the last electron to site $L-1$, which takes $L-N$ hops. Move each of the other $N-1$ electrons up by one site, starting with the highest. Finally move the electron at $L-1$ to site 0. The original string has returned after

$$
(L-N)+(N-1)+1=L
$$

hops, one of them across the boundary. The product of elements is $(-t)^L(-1)^{N-1}$. Without the sign it would be $(-t)^L$. For even $N$ the two matrices therefore cannot be related by rephasing. Starting the numbering at another site of the ring moves the signs to another bond but leaves the product unchanged.

## What a missing sign simulates

First set $U=0$. The one-electron equation inside the chain is solved by $\varphi_j=e^{ikj}$, because

$$
-t(\varphi_{j+1}+\varphi_{j-1})=-t(e^{ik}+e^{-ik})\varphi_j=-2t\cos k\;\varphi_j .
$$

At site 0 the left neighbour is site $L-1$, with amplitude $-te^{i\theta}$. The same solution holds there if $e^{-ik}=e^{i\theta}e^{ik(L-1)}$, that is

$$
e^{ikL}=e^{-i\theta},\qquad k=\frac{2\pi n-\theta}{L},\quad n\text{ an integer}.
$$

Suppose a program flips bits and leaves out the sign. For odd $N_\sigma$ nothing is lost. For even $N_\sigma$ its boundary element $-t$ equals $(+t)(-1)^{N_\sigma-1}$. This is the correct fermion element for a ring whose boundary amplitude is $+t=-te^{i\pi}$. The program has solved a ring with $\theta=\pi$ for that spin, with half a flux quantum, $h/2e$, through it.

The hexagon has side 0.77 nm and area 1.54 nm², so this flux would need a field of about 1340 T. The comparison concerns orbital motion alone: a real field would act on both spins and would also split them in energy.

For a ring without flux and with $t>0$, the fault can lower the lowest energy but never raise it. With a flux through the ring it can also raise it. Let $\psi$ be the real, normalized ground state of the correct matrix at $\theta=0$, with diagonal part $D$ and off-diagonal part $O$. For $L\ge3$ each nonzero $O_{rs}$ is $\pm t$, and the unsigned matrix has $-|O_{rs}|$ in its place. Then

$$
\begin{aligned}
E_{\rm signed}&=\sum_sD_s\psi_s^2+\sum_{r\ne s}\psi_rO_{rs}\psi_s\\
&\ge\sum_sD_s|\psi_s|^2-\sum_{r\ne s}|\psi_r||O_{rs}||\psi_s|\ \ge\ E_{\rm unsigned}.
\end{aligned}
$$

The last step is the variational principle for the unsigned matrix with trial state $|\psi|$. It holds for any $U$ and any site energies. A lower energy is thus no evidence that the boundary setting is better.

## A diagnostic from spin symmetry

The correct Hamiltonian commutes with $S^-=\sum_i c^\dagger_{i\downarrow}c_{i\uparrow}$. For a hopping term with amplitude $h_{ij}$, the commutator of the up part with $S^-$ is $-h_{ij}c^\dagger_{i\downarrow}c_{j\uparrow}$, and that of the down part is $+h_{ij}c^\dagger_{i\downarrow}c_{j\uparrow}$. They cancel because both spins have the same amplitude. The repulsion commutes too: $S^-$ acts on singly occupied sites and leaves them singly occupied.

Acting with $S^-$ on a state of total spin $S$ and projection $M$ gives squared norm $(S+M)(S-M+1)$ in units of $\hbar^2$, which is positive for $M>0$. Hence, when $N_\uparrow\ge N_\downarrow$, every level of $(N_\uparrow+1,N_\downarrow-1)$ must recur in $(N_\uparrow,N_\downarrow)$.

Two electrons on six sites make a small diagnostic. If they are parallel they never meet, and $U$ has no effect. The correct wave numbers are $0,\pm\pi/3,\dots$, so the lowest energy is

$$
-2t-2t\cos(\pi/3)=-3t=-0.150\ \text{eV}.
$$

Without the sign the lowest wave numbers are $\pm\pi/6$, and the result is

$$
2\,[-2t\cos(\pi/6)]=-2\sqrt3\,t=-0.1732\ \text{eV}.
$$

The sector $(1,1)$ needs no sign, so it serves as reference. At $U=0.6$ eV it contains the level $-0.150$ eV, as it must. Its level nearest to the false value is 0.0048 eV away. The unsigned triplet has no partner.

## The hexagon with interaction

Take $t=0.05$ eV and $U=0.6$ eV. The lowest energies in eV are:

| $N_\uparrow,N_\downarrow$ | signed | unsigned |
|---|---:|---:|
| 2, 1 | −0.2000 | −0.2150 |
| 2, 2 | −0.1993 | −0.2116 |
| 3, 2 | −0.1468 | −0.1552 |
| 3, 3 | −0.0700 | −0.0700 |
| 4, 1 | −0.1190 | −0.1324 |

The neutral ring with three electrons of each spin shows no error because both numbers are odd. This sector cannot reveal a missing sign.

With one electron removed, the unsigned energy is too low by 0.0083 eV. This is 58% of the 0.0144 eV that separate the two lowest levels of that sector. The error does not cancel in the energy of removing an electron: $E(3,2)-E(3,3)$ is $-0.0769$ eV with the sign and $-0.0852$ eV without it.

With three electrons even the ground-state spin is at stake. Three parallel electrons fill $k=0,\pm\pi/3$ and have energy $-2t-t-t=-4t=-0.2000$ eV. Spin symmetry places this level in $(2,1)$, and the lowest signed energy there agrees with it to the five printed decimals. No low-spin state lies below the high-spin one, but the margin is only 0.0016 eV. The order reverses for $U$ below about 0.52 eV, or with a second-neighbour hopping of $-0.005$ eV, so the high spin belongs to this model and these parameters. The unsigned matrix gives $-0.2150$ eV in $(2,1)$ but still $-0.2000$ eV for three parallel electrons, so it would wrongly report a low-spin ground state.

## How far real dangling bonds follow the model

The parameters are round values in the rough regime of silicon dangling bonds at an oxide interface; the hopping depends strongly on geometry. The close hexagon is far from typical. At a rough density of $10^{12}$ cm$^{-2}$, each defect has 100 nm² on average, and with random placement 0.019 neighbours are expected within 0.77 nm. The ring describes a rare cluster or a deliberate arrangement.

With the rough relaxation energy used here, lattice relaxation changes the energy more than the other omissions estimated below. Let a distortion $x$ at site 0 contribute $E_{\rm rel}x^2-2E_{\rm rel}x(1-n_0)$, with a rough $E_{\rm rel}=0.2$ eV. At the minimum $x$ equals the missing charge on that site. Both are about 0.97 (a scan in steps of 0.02 lands on $x=0.96$), and the total energy is $-0.260$ eV. If the distortion is spread evenly, each site has $x=1/6$, and the gain is

$$
6E_{\rm rel}\Big(\tfrac16\Big)^2-2E_{\rm rel}\tfrac16=-\frac{E_{\rm rel}}6=-0.033\ \text{eV},
$$

for a total of $-0.180$ eV. Trapping on one site is lower by 0.080 eV, so for these numbers the evenly shared hole is not the stable state. The outcome depends on $E_{\rm rel}$: at 0.05 eV the even distortion is lower than the best distortion of one site alone, by 0.005 eV. Even then it is not quite the lowest: the ground level of the rigid ring has two orbital states, and a slightly uneven distortion of all sites splits them and gains a little more energy, less than 0.0001 eV. A rough $U$ taken from charge-transition levels may already contain part of the relaxation, so this estimate gives a scale only.

In the trapped state the error from a missing sign falls to 0.0002 eV. If site 0 stayed empty, both of its bonds would be idle, and the other sites would form an open chain with no signed hops. The rule still holds, but this energy hardly depends on it.

Other omissions, each added alone to the rigid ring with one missing electron, shift its energy as follows.

- Coulomb interaction between sites, with mean relative permittivity 7.8, is 0.24 eV for neighbours and shifts the energy by $-0.033$ eV. It vanishes when no site is doubly occupied, since a single charged site then has no partner. It lowers every state with a doubly occupied site, by an amount that depends on where the charges sit and is largest when opposite charges are neighbours.
- Second-neighbour hopping of amplitude $-0.005$ eV shifts it by $-0.004$ eV. Dropping all signs, including those of the new hops, then costs 0.019 eV, more than twice the original error.
- An offset that attracts the hole to one site, entered as $-0.05\,(1-n_0)$ eV, shifts it by $-0.015$ eV and reduces the sign error to 0.006 eV.

At 300 K, $k_{\rm B}T=0.026$ eV exceeds the lowest level spacing. At fixed charge the ground level of the rigid ring holds 25% of the population (41% with the Coulomb interaction between sites), so ground-state properties alone do not describe the warm ring. The charge gap of the rigid neutral ring, 0.45 eV, is smaller than the silicon gap of about 1.1 eV. Relaxing the charged states with $E_{\rm rel}=0.2$ eV, while the neutral ring stays undistorted, reduces it to about 0.22 eV. Its levels can fit inside the silicon gap, but this does not show where they lie or how strongly they couple to the bands.

## Choosing the boundary phase

**If the program applies fermion operators,** enter the physical phase: $\theta=0$ for a ring without flux. It already supplies $(-1)^{N_\sigma-1}$. Entering that sign again would put half a flux quantum through the ring for every spin with even $N_\sigma$.

**If the program only flips bits,** the phase must include the fermion sign:

$$
\theta_\sigma^{\rm flip}=\theta+\pi(N_\sigma-1)\pmod{2\pi}.
$$

This follows from $-te^{i\theta}(-1)^{N_\sigma-1}=-te^{i\theta_\sigma^{\rm flip}}$; the reverse hop takes the complex conjugate. The prescription covers nearest-neighbour hops in the operator order used here. Longer hops need the count $m$ for each string.

**If such a program accepts one phase for both spins,** use it only when $N_\uparrow$ and $N_\downarrow$ are both odd or both even. The exception is a spin with no electrons or with $L$ electrons, which cannot hop and sets no condition. The hexagon with $(3,2)$ needs 0 for up and $\pi$ for down. No common value works, because closed paths of up electrons alone and of down electrons alone fix the two phases separately.

**When the electron number changes in a program that only flips bits,** set the phase again in each sector. A program that applies fermion operators keeps the physical phase. Removing one electron changes the parity of one spin. The phase that the formula gives for the neutral ring is then wrong for that spin, unless no electron of that spin is left.

To find out which kind of program is at hand, set $\theta=0$ and compute two parallel electrons on six sites. The result $-3t$ means that the signs are supplied; $-2\sqrt3\,t$ means that they are missing. The remaining digits are in the numerical output below.

## Computed results

```
operator test: 77 sectors, largest element error 0.0e+00 eV
ring: L = 6 sites, t = 0.05 eV, U = 0.6 eV
N = 2: sites (1, 5) = 100010 -> (0, 1) = 000011: +0.050 eV
N = 3: sites (1, 3, 5) = 101010 -> (0, 1, 3) = 001011: -0.050 eV
two parallel electrons: signed -0.15000 eV, unsigned -0.17321 eV
lowest (1,1) level -0.17801 eV; unsigned pair misses nearest (1,1) level by 0.00481 eV
lowest energies (eV): n_up n_dn dimension signed unsigned difference
  2 1   90 -0.20000 -0.21496 0.01496
  2 2  225 -0.19931 -0.21160 0.01229
  3 2  300 -0.14684 -0.15518 0.00834
  3 3  400 -0.06999 -0.06999 0.00000
  4 1   90 -0.11902 -0.13243 0.01342
  5 0    6 -0.10000 -0.10000 0.00000
(3,2) ground level: 2 states, next level 0.01439 eV above
side 0.77 nm, area 1.540 nm2, half-flux-quantum field 1342 T
mean relative permittivity 7.80, neighbour Coulomb energy 0.2398 eV
with intersite Coulomb: E = -0.17976 eV, shift -0.03291 eV, sign error 0.01285 eV
with second-neighbour hopping 0.005 eV: E = -0.15096 eV, shift -0.00412 eV, sign error 0.01894 eV
with site offset 0.05 eV: E = -0.16179 eV, shift -0.01495 eV, sign error 0.00627 eV
relaxation energy 0.2 eV: best distortion x = 0.96, missing charge on that site 0.967 e
with one-site relaxation: E = -0.26008 eV, shift -0.11324 eV, sign error 0.00020 eV
uniform relaxation: E = -0.18018 eV; one-site minus uniform -0.07991 eV
300 K: kT = 0.02585 eV, ground-level population 0.2522
charge gap of neutral ring 0.4463 eV; rough silicon gap 1.12 eV
random defects at 1e+12 cm-2: 0.0186 neighbours expected within 0.77 nm
```
